# Equivalent Isothermal Annealing Time for a Linear Temperature Ramp

**Q.** You want to replace a temperature ramp by a hold at one temperature. A film that was heated slowly has a different history from one held hot. Why should any single hold time reproduce it?

**A.** In general it need not. It does if the temperature affects only the speed of the reaction and not its path. Let \(y\) be the silicide thickness or the converted fraction, and suppose

\[
\frac{dy}{dt}=k(T)\,f(y),\qquad k(T)=k_0\,e^{-E/k_BT}. \tag{1}
\]

Here \(E\) is the activation energy, \(T\) the absolute temperature, and \(f(y)>0\) depends on neither temperature nor time. Divide by \(f\) and integrate from the initial state \(y_0\) to the final state \(y_1\):

\[
\int_{y_0}^{y_1}\frac{dy}{f(y)}=\int k(T(t))\,dt. \tag{2}
\]

Since \(f>0\), the left side grows steadily with \(y_1\). The final state is therefore fixed by the number on the right, whatever history produced it. A hold at \(T_r\) for a time \(t_{eq}\) gives \(k(T_r)\,t_{eq}\) on the right. The two treatments agree if

\[
t_{eq}(T_r)=\int\frac{k(T(t))}{k(T_r)}\,dt. \tag{3}
\]

The prefactor \(k_0\) cancels, and so does \(f\).

**Q.** Silicide growth slows down as the layer thickens. Doesn't that feedback spoil the argument?

**A.** No, because the feedback sits in \(f\). If diffusion through the layer limits the growth, the flux is inversely proportional to the thickness \(x\), and

\[
\frac{dx}{dt}=\frac{K(T)}{2x}\quad\Rightarrow\quad 2x\,dx=K\,dt\quad\Rightarrow\quad x^2=x_0^2+K(T_r)\,t_{eq}(T_r), \tag{4}
\]

where \(K\) has the Arrhenius form of \(k\) and \(x_0\) is the initial thickness.

A sigmoidal transformation law works equally well. Take \(d\phi/dt=2k(1-\phi)\sqrt{-\ln(1-\phi)}\) for a fraction \(\phi\). Differentiating \(\sqrt{-\ln(1-\phi)}\) gives \(\dot\phi/[2(1-\phi)\sqrt{-\ln(1-\phi)}]=k\), so this root simply grows by \(\int k\,dt\). Here \(f\) vanishes at \(\phi=0\), so \(\phi=0\) for all time is also a solution, and an integration of this equation has to start from a small positive fraction.

**Q.** Then do the integral for a real ramp. The temperature is in the denominator of an exponent, so I doubt that it closes.

**A.** It closes in terms of a standard function. Let \(T=T_0+\beta t\) with constant \(\beta>0\), ending at \(T_p\), and write \(\theta=E/k_B\), a temperature. Since \(dt=dT/\beta\),

\[
t_{eq}(T_r)=\frac{e^{\theta/T_r}}{\beta}\int_{T_0}^{T_p}e^{-\theta/T}\,dT. \tag{5}
\]

Consider first the integral from zero to \(T\). Put \(v=\theta/T'\), so that \(dT'=-\theta\,dv/v^2\). The limits \(T'=0\) and \(T'=T\) become \(v=\infty\) and \(v=\theta/T\), and the minus sign reverses them:

\[
\int_0^{T}e^{-\theta/T'}dT'=\theta\int_{\theta/T}^{\infty}\frac{e^{-v}}{v^2}\,dv .
\]

Now set \(v=(\theta/T)s\). The factor \(dv/v^2\) becomes \((T/\theta)\,ds/s^2\), and

\[
\int_0^{T}e^{-\theta/T'}dT'=T\int_1^\infty\frac{e^{-(\theta/T)s}}{s^2}\,ds=T\,E_2(\theta/T), \tag{6}
\]

where \(E_n(z)=\int_1^\infty e^{-zs}s^{-n}ds\) is the exponential integral of order \(n\). Integration by parts gives \(E_2(z)=e^{-z}-zE_1(z)\), if only \(E_1\) is at hand. Subtracting the part below \(T_0\),

\[
t_{eq}(T_r)=\frac{e^{\theta/T_r}}{\beta}\left[T_pE_2\!\left(\frac{\theta}{T_p}\right)-T_0E_2\!\left(\frac{\theta}{T_0}\right)\right]. \tag{7}
\]

This is exact for the model (1) with a linear ramp.

**Q.** I can't see from an exponential integral what matters. What is left when the activation energy is high?

**A.** Take the peak as reference, \(T_r=T_p\), and define \(u=\theta/T_p=E/k_BT_p\). Suppose for now that the start term is negligible. Then \(t_{eq}=(T_p/\beta)\,e^uE_2(u)\), and we need \(E_2\) at large \(u\). Let \(J_n=\int_u^\infty e^{-v}v^{-n}dv\), so that \(E_2(u)=uJ_2\). One integration by parts gives

\[
J_n=\frac{e^{-u}}{u^n}-nJ_{n+1}.
\]

Applying it three times, starting from \(J_2\),

\[
e^uE_2(u)=\frac1u-\frac2{u^2}+\frac6{u^3}-24\,u\,e^uJ_5 . \tag{8}
\]

Because \(v\ge u\) in the last integral, \(0<J_5<e^{-u}/u^5\), and the remainder is smaller in size than \(24/u^4\). The first term yields

\[
t_{eq}(T_p)\approx\frac{T_p}{\beta u}=\frac{k_BT_p^2}{\beta E}. \tag{9}
\]

Dividing \(1/u\) by (8) gives the ratio of this form to the exact time, \(1+2/u-2/u^2+\dots\). The leading form is thus too long by a fraction of about \(2/u\).

**Q.** The starting temperature has vanished and so has the length of the ramp. That looks suspicious.

**A.** It reflects where the reaction happens. Let \(\delta=T_p-T\) be the distance below the peak. Then

\[
\theta\left(\frac1T-\frac1{T_p}\right)=\frac{\theta\,\delta}{T_p(T_p-\delta)}=\frac{\delta}{w}\,\frac{1}{1-\delta/T_p},\qquad w=\frac{T_p^2}{\theta}=\frac{k_BT_p^2}{E}. \tag{10}
\]

For \(\delta^2\ll wT_p\) the rate falls nearly as \(e^{-\delta/w}\) below the peak. Since \(wT_p=u\,w^2\), this covers the few widths \(w\) that matter when \(u\gg1\). The area under this exponential is \(w\), and the ramp crosses a width \(w\) in the time \(w/\beta\), which is (9). In this approximation the last \(w\) of the ramp supplies a share \(1-1/e\) of the total.

Equation (10) also explains the sign of the error. The factor \(1/(1-\delta/T_p)\) exceeds one, so the true rate lies below \(e^{-\delta/w}\) everywhere on the ramp, and (9) overestimates the time.

The start drops out if \(T_0\) lies many widths \(w\) below \(T_p\). In the opposite case, \(T_p-T_0\ll w\), the rate is nearly constant and (5) gives \(t_{eq}\approx(T_p-T_0)/\beta\), the full duration of the ramp. The same happens for \(E\to0\) at fixed \(T_0>0\). Equation (9) then diverges and must not be used.

**Q.** An asymptotic series comforts me little at a finite \(u\). Can you bound the error, and can you do better without special functions?

**A.** Both follow from differentiating trial primitives. Let \(I=\int_{T_0}^{T_p}e^{-\theta/T}dT\). For the leading form, the trial is \(B(T)=(T^2/\theta)e^{-\theta/T}\). The exponential contributes a factor \(\theta/T^2\) when differentiated, so

\[
\frac{dB}{dT}=\left(\frac{2T}{\theta}+1\right)e^{-\theta/T}.
\]

On the ramp \(0<2T/\theta\le2/u\). Integrating from \(T_0\) to \(T_p\), with \(\Delta B=B(T_p)-B(T_0)\),

\[
I<\Delta B<\left(1+\frac2u\right)I. \tag{11}
\]

To improve on it, note that \(1/u-2/u^2\) is also the start of the expansion of \(1/(u+2)\). This suggests the trial \(A(T)=\dfrac{T^2}{\theta+2T}e^{-\theta/T}\). Its derivative has two parts:

\[
\frac{dA}{dT}=\left[\frac{2T(\theta+2T)-2T^2}{(\theta+2T)^2}+\frac{\theta}{\theta+2T}\right]e^{-\theta/T}
=\frac{\theta^2+4\theta T+2T^2}{(\theta+2T)^2}\,e^{-\theta/T}.
\]

The denominator is \(\theta^2+4\theta T+4T^2\), so the fraction equals \(1-2T^2/(\theta+2T)^2\). The subtracted term is \(2/(\theta/T+2)^2\), at most \(2/(u+2)^2\) on the ramp. Therefore

\[
\left[1-\frac{2}{(u+2)^2}\right]I<\Delta A<I. \tag{12}
\]

With a negligible start term this gives the corrected form

\[
t_{eq}(T_p)\approx\frac{k_BT_p^2}{\beta\,(E+2k_BT_p)}, \tag{13}
\]

which is slightly too short, by a fraction of at most \(2/(u+2)^2\). If the start does matter, (11) and (12) still hold with the differences \(\Delta B\) and \(\Delta A\).

**Q.** Show me numbers for a silicide.

**A.** Take a 30 nm nickel film on silicon that reacts to Ni₂Si during a ramp from 300 K to 600 K (327 °C) at 1 K/s. As rough typical values, let \(E=1.5\) eV and \(K(600\ \text{K})=40\ \text{nm}^2/\text{s}\). Then \(\theta=17406.8\) K and \(u=17406.8/600=29.01\). The three forms give

\[
\begin{aligned}
\text{exact (7):}\quad & 600\times0.032310\ \text{s}=19.39\ \text{s},\\
\text{leading (9):}\quad & 600^2/17406.8\ \text{s}=20.68\ \text{s},\\
\text{corrected (13):}\quad & 600^2/(17406.8+1200)\ \text{s}=19.35\ \text{s}.
\end{aligned}
\]

Relative to the exact time, the leading form is 6.7 % too long, against the estimate \(2/u=6.9\) %. The corrected form is 0.196 % too short, within its bound of 0.208 %. These digits compare formulas; the material parameters do not deserve them.

The ramp lasts 300 s, yet it is worth about 19 s at its peak. The width is \(w=20.7\) K, and the start term is \(6.5\times10^{-14}\) of the peak term. The last \(w\) supplies 0.668 of the total, somewhat more than \(1-1/e=0.632\). By (10), the true rate falls below \(e^{-\delta/w}\) by a factor that grows with \(\delta\), which concentrates the reaction nearer the peak.

For a film with no initial silicide, (4) gives

\[
x=\sqrt{40\times19.386}\ \text{nm}=27.8\ \text{nm}.
\]

The leading time would give 28.8 nm. The error in thickness is about half that in time because of the square root. With roughly 1.5 nm of Ni₂Si formed per nm of nickel, 18.6 nm of the metal is consumed. Some nickel remains, as (4) requires: the film could supply up to 45 nm of Ni₂Si.

**Q.** You have used the equivalence to compute the thickness. Has it been tested against the growth equation itself?

**A.** Yes. Direct integration of \(dx/dt=K/(2x)\) along the ramp, from a 2 nm seed, gives 27.9184 nm. Equation (4) gives \(\sqrt{2^2+40\times19.386}\) nm, the same to all printed digits. For the sigmoidal law, with \(k(600\ \text{K})=0.03\ \text{s}^{-1}\) and an initial fraction of 0.01, both the ramp and a hold at 600 K for the exact equivalent time end at 0.371795.

**Q.** My furnace holds at 550 K, not at 600 K. Is the equivalent time still 19 s?

**A.** No. An equivalent time means nothing without its reference temperature. From (5), changing the reference changes only the factor in front:

\[
t_{eq}(T_r)=t_{eq}(T_p)\,\exp\!\left[\theta\left(\frac1{T_r}-\frac1{T_p}\right)\right]. \tag{14}
\]

For 550 K the factor is 13.98, and the time becomes \(19.386\times13.977\ \text{s}=271\) s, or 4.5 min. This assumes that the film reaches 550 K at once. Heating it to 550 K at 1 K/s is already worth about 16 s at that temperature, which must be subtracted from the hold. The relative errors of (9) and (13) carry over unchanged if the same \(\theta\) is used throughout. An error in \(E\), however, now enters exponentially.

**Q.** A wafer also has to cool. You have stopped the clock at the peak.

**A.** Cooling adds its own equivalent time, because the integral in (3) is additive. For a linear descent at rate \(\beta_c\), the same integral over temperature appears with \(\beta_c\) in place of \(\beta\). With a plateau of length \(t_h\) at the peak, the leading total is

\[
t_{eq}(T_p)\approx t_h+w\left(\frac1\beta+\frac1{\beta_c}\right). \tag{15}
\]

Real cooling is often closer to exponential. Let the temperature relax from 600 K towards \(T_a=300\) K with an assumed time constant \(\tau=60\) s. The initial slope is \(\beta_c=300/60=5\) K/s, and \(w/\beta_c=4.14\) s. Quadrature over the first 120 s, after which the rate is negligible, gives 4.15 s. The thickness rises from 27.8 to 30.7 nm, so cooling is not negligible here.

**Q.** The leading form was 7 % off for the ramp. Why is it so good for a curved cooling law?

**A.** Two corrections cancel. Let \(q=\beta_ct/w\). Early in the cooling,

\[
\delta\approx\beta_ct\left(1-\frac{t}{2\tau}\right),\qquad
\frac{\delta}{w}\left(1+\frac{\delta}{T_p}\right)\approx q\left[1+q\,\frac{w}{T_p}-q\,\frac{w}{2\beta_c\tau}\right].
\]

The second expression is the exponent (10) to first order in \(w\). The positive correction comes from the curvature of the Arrhenius law, the negative one from the slowing of the cooling. Since \(\beta_c\tau=T_p-T_a\), they cancel when \(2(T_p-T_a)=T_p\), that is, when \(T_p=2T_a\). The example happens to satisfy this, so the close agreement should not be expected at other temperatures.

**Q.** How well must I know the temperature? My thermocouple may be off by 5 K.

**A.** That matters more than the choice between (9) and (13). Let the whole ramp be hotter by \(\Delta\) at the same \(\beta\), and still refer the result to the nominal \(T_p\). By (9) and (14), the time is proportional to \(T^2e^{-\theta/T}\) at the true peak \(T\). The logarithmic derivative of this is \(2/T+\theta/T^2\), so

\[
\Delta\ln t_{eq}\approx(u+2)\frac{\Delta}{T_p}=31.01\times\frac{5}{600}=0.26 .
\]

The full integral gives 25.0 s instead of 19.4 s, an increase of 29 %, and a thickness of 31.6 nm.

An error in \(E\) is milder if \(K(600\ \text{K})\) is held fixed. With 1.4 eV the time is 20.7 s, or 6.7 % longer. This nearly equals the error of the leading form for a simple reason: \(2k_BT_p\) is about 0.10 eV, so dropping it from (13) has nearly the same effect as lowering \(E\) by 0.1 eV.

**Q.** Now break the assumption you began with. Thin silicides can be limited by the reaction at the interface, which has its own activation energy.

**A.** Put the two resistances to growth in series:

\[
\frac{dx}{dt}=\frac{1}{2x/K(T)+1/v(T)}, \tag{16}
\]

where \(v\) is the interface-limited speed. If \(K\) and \(v\) share one activation energy, both equal their peak values times the same factor \(a(T)\). Then \((2x/K_p+1/v_p)\,dx=a\,dt\), and integration from \(x=0\) gives

\[
x^2+\ell x=K_p\,t_{eq}(T_p),\qquad \ell=K_p/v_p. \tag{17}
\]

The equivalence survives. With an assumed \(\ell=5\) nm, the ramp and the 19.39 s hold both give 25.46 nm.

Now give the interface process 2.0 eV, keeping its speed at 600 K fixed at 8 nm/s. The hold still gives 25.46 nm, but the ramp gives 24.09 nm, because the interface is slower than before at every temperature below the peak. No common factor \(a(T)\) can be taken out, and the equivalent time depends on the thickness. A very thick initial layer is limited by diffusion and needs the 19.4 s found above. The film that starts without silicide reaches 24.09 nm on the ramp. A hold at 600 K obeys (17) whatever the two activation energies are, so it reaches the same thickness after \((24.09^2+5\times24.09)/40\ \text{s}=17.5\) s. No single hold time serves both.

**Q.** Would you use this for an actual nickel contact?

**A.** As a first estimate, while one phase grows and metal remains. A first anneal near 300 °C is a realistic setting, but two values may be very different in device processing. Rapid thermal equipment can ramp at tens of K/s, and by (9) the equivalent time falls as \(1/\beta\) at fixed \(T_p\). A nickel film for a transistor contact may be only about 10 nm thick. Such a film could supply only about 15 nm of Ni₂Si, so the 27.8 nm computed here could not form: at 1 K/s the metal would run out during the ramp. At 10 K/s the same parameters give only about 9 nm of Ni₂Si, and some metal remains at the peak. The cooling assumed above would add about 4 s at 600 K, more than the ramp itself. For purely diffusion-limited growth this just reaches the 15 nm limit, since (4) gives 15.6 nm; with the interface length \(\ell=5\) nm, (17) gives 13.3 nm and some metal remains. After a fast ramp the cooling can therefore decide whether the metal is used up. Once the metal is used up, growth of NiSi from Ni₂Si needs its own rate law. Nucleation with a separate activation energy also lies outside (1). For the 30 nm film, the effects sized here move the thickness by +10 % for cooling, +14 % for a wafer 5 K too hot, and −9 % to −13 % for the assumed interface resistance. Real nickel films can also form other nickel-rich silicides during heating, which this single-phase model does not describe.

## Values computed for the example and the checks

```
Boltzmann constant: 8.617333e-05 eV/K
Activation energy E: 1.50 eV
Start temperature: 300 K
Peak temperature: 600 K = 327 deg C
Ramp rate: 1.0 K/s; ramp duration: 300 s
K at peak: 40 nm^2/s
theta = E/kB: 17406.8 K
u = E/(kB T_peak): 29.011
exp(u) E2(u): 0.032310
Equivalent time at peak, exact: 19.386 s
Equivalent time at peak, leading: 20.682 s
Equivalent time at peak, corrected: 19.348 s
Error of leading form: +6.68 %
First-order estimate 2/u: 6.89 %
Error of corrected form: -0.196 %
Bound 2/(u+2)^2 on that error: 0.208 %
Start term relative to peak term: 6.5e-14
Width w = kB T_peak^2/E: 20.68 K
Share of work in last w: 0.668
Its leading estimate 1 - 1/e: 0.632
Other reference temperature: 550 K
Reference factor: 13.977
Equivalent time at other reference: 271.0 s = 4.52 min
Ni2Si thickness, exact time: 27.85 nm
Ni2Si thickness, leading time: 28.76 nm
Nickel film: 30 nm; Ni2Si per Ni: 1.5
Nickel consumed: 18.56 nm; Ni2Si limit: 45 nm
Test seed thickness: 2.0 nm
Seeded film, ramp integration: 27.9184 nm
Seeded film, equivalent-time law: 27.9184 nm
Sigmoidal law, fraction after ramp: 0.371795
Sigmoidal law, fraction after hold: 0.371795
Cooling time constant: 60 s; initial slope: 5.0 K/s
Cooling equivalent time, quadrature: 4.146 s
Cooling equivalent time, leading: 4.136 s
Thickness including cooling: 30.68 nm
Wafer hotter by: 5 K; equivalent time: 25.04 s
Change of time by this offset: +29.2 %
Thickness with this offset: 31.65 nm
Time if E is 1.4 eV, same K at peak: 20.68 s
Change of time by this E: +6.7 %
Interface crossover length: 5 nm; speed at peak: 8 nm/s
Series law, equal energies, ramp: 25.459 nm
Series law, equal energies, hold: 25.459 nm
Series law, interface 2.0 eV, ramp: 24.091 nm
Series law, interface 2.0 eV, hold: 25.459 nm
```
